# Confinement and In-Plane Masses for Any Surface Orientation

## The decision: which block to hand to the solver

A subband calculation for a tilted valley needs two inputs: a scalar mass for the Schrödinger equation normal to the surface, and a $2\times2$ mass tensor for the density of states and transport along it. Two candidates for the second input look equally natural. One may cut the in-plane block out of the mass tensor, or cut it out of the inverse mass tensor and then invert. They differ whenever the surface normal is not a principal axis of the valley. For one valley class of a (110) silicon surface, the wrong choice lowers the density of states by a quarter.

The correct rule is asymmetric: **take the confinement mass from the inverse tensor and the in-plane block from the mass tensor itself**. With this pair,

$$m_z\,\det M_\parallel=\det M=m_1m_2m_3 \tag{1}$$

for every surface orientation.

## Setting and conventions

Masses are in units of the free-electron mass $m_0$, and $A=\hbar^2/2m_0=0.03810$ eV nm². Wave vectors are measured from the valley minimum, near which

$$E(\mathbf K)=A\,\mathbf K^TW\mathbf K,\qquad W=M^{-1}.$$

$M$ is real, symmetric and positive definite, with principal masses $m_1,m_2,m_3$. Let $R$ have as rows two orthonormal in-plane vectors $\mathbf e_1,\mathbf e_2$ and the unit normal $\mathbf n$. In these axes the tensor is $RWR^T$, again called $W$, with blocks

$$W=\begin{pmatrix}B&\mathbf w\\ \mathbf w^T&a\end{pmatrix},\qquad a=\mathbf n^TM^{-1}\mathbf n>0 .$$

$B$ is $2\times2$, $\mathbf w$ is a two-component column, and $a$ is positive because $W$ is positive definite. Rotation leaves determinants unchanged.

The electron is confined by a potential $V(z)$ that does not depend on the in-plane position. $W$ is uniform, valleys are uncoupled, and the wave function vanishes at a hard wall or decays at infinity.

## Removing the cross term

For in-plane wave vector $\mathbf k$, write the envelope as $e^{i\mathbf k\cdot\mathbf r}\psi(z)$ and let $p=-i\,d/dz$. Then

$$A\left[a p^2+2(\mathbf w\cdot\mathbf k)p+\mathbf k^TB\mathbf k\right]\psi+V\psi=E\psi. \tag{2}$$

The middle term couples normal and in-plane motion. Set $q=\mathbf w\cdot\mathbf k/a$. Since $q$ is a number, it commutes with $p$, and

$$a(p+q)^2=ap^2+2(\mathbf w\cdot\mathbf k)p+\frac{(\mathbf w\cdot\mathbf k)^2}{a}.$$

The last term is not present in (2), so it must be subtracted. Because $(\mathbf w\cdot\mathbf k)^2=\mathbf k^T\mathbf w\mathbf w^T\mathbf k$, the bracket becomes

$$a(p+q)^2+\mathbf k^TS\mathbf k,\qquad S=B-\frac{\mathbf w\mathbf w^T}{a}. \tag{3}$$

$S$ is the Schur complement of $a$ in $W$.

Now put $\psi=e^{-iqz}\zeta$. Differentiating the product gives $p\psi=e^{-iqz}(p-q)\zeta$. Hence $(p+q)\psi=e^{-iqz}p\zeta$, and a second application gives $(p+q)^2\psi=e^{-iqz}p^2\zeta$. The potential commutes with the phase. Dividing by the phase leaves

$$-Aa\,\zeta''+V\zeta=\left(E-A\,\mathbf k^TS\mathbf k\right)\zeta .$$

The phase has unit modulus, so $\psi$ vanishes or decays where $\zeta$ does. The equation for $\zeta$ contains $\mathbf k$ only as an energy offset. If $E_j$ are its levels at $\mathbf k=0$, then

$$E_j(\mathbf k)=E_j+A\,\mathbf k^TS\mathbf k,\qquad m_z=\frac1a,\qquad M_\parallel=S^{-1}. \tag{4}$$

Within the stated model this holds for every subband and every shape of $V(z)$.

The physical content is that a bound state carries no current along $z$. The normal velocity is proportional to $ak_z+\mathbf w\cdot\mathbf k$. An electron moving along the surface therefore shifts its mean $k_z$ to $-\mathbf w\cdot\mathbf k/a$. That value also minimizes the bulk energy at fixed $\mathbf k$, and the minimum is $A\mathbf k^TS\mathbf k$. Using $B$ instead would hold $k_z$ at zero and leave a net current normal to the wall.

## The determinant identity

The same elimination can be written as a matrix factorization:

$$W=\begin{pmatrix}1&\mathbf w/a\\0&1\end{pmatrix}
\begin{pmatrix}S&0\\0&a\end{pmatrix}
\begin{pmatrix}1&0\\ \mathbf w^T/a&1\end{pmatrix}. \tag{5}$$

To verify it, multiply the first two factors to get rows $(S,\ \mathbf w)$ and $(0,\ a)$. Multiplying by the third gives an upper-left block $S+\mathbf w\mathbf w^T/a=B$, off-diagonal blocks $\mathbf w$ and $\mathbf w^T$, and corner $a$. The outer factors are triangular with unit diagonal, so each has determinant one. Therefore

$$\det W=a\det S. \tag{6}$$

Take reciprocals and use $\det W=1/\det M$, $1/a=m_z$ and $1/\det S=\det M_\parallel$. The result is (1). The normal entered only through the rotation, so the right-hand side is the same for every orientation.

## Why the in-plane tensor is a projection of $M$

Let $M_{pp}$ be the in-plane block of $M$ and $\mathbf u$ its upper-right column. The upper blocks of $MW=1$ read

$$M_{pp}B+\mathbf u\mathbf w^T=1,\qquad M_{pp}\mathbf w+\mathbf u a=0.$$

The second gives $\mathbf u=-M_{pp}\mathbf w/a$. Inserting this in the first,

$$M_{pp}\left(B-\frac{\mathbf w\mathbf w^T}{a}\right)=M_{pp}S=1,$$

so $M_\parallel=S^{-1}=M_{pp}$. No $2\times2$ inversion is needed to obtain the in-plane masses.

There is a geometric reading. The surface $\mathbf K^TW\mathbf K=1$ is an ellipsoid. By (3), a point $\mathbf k$ lies under it if $\mathbf k^TS\mathbf k\le1$, so $S$ describes its shadow on the surface plane, whereas $B$ describes its central cross-section. Above $\mathbf k$ the chord along $\mathbf n$ has length $2\sqrt{(1-\mathbf k^TS\mathbf k)/a}$. Integrating this over the shadow gives the volume $\tfrac{4\pi}{3}/\sqrt{a\det S}$. The volume does not depend on the viewing direction. A direction with a long central chord, hence a heavy $m_z$, must have a small shadow.

## What the wrong block does

Eliminating the in-plane block first, by the same argument as (5) with the roles exchanged, gives $\det W=\det B\,(a-\mathbf w^TB^{-1}\mathbf w)$. Comparison with (6) yields

$$\det S=\det B\left(1-\frac{\mathbf w^TB^{-1}\mathbf w}{a}\right). \tag{7}$$

$B^{-1}$ is positive definite, so $\det S\le\det B$ and

$$\frac{m_z}{\det B}\le\det M,$$

with equality only if $\mathbf w=0$, that is, if $\mathbf n$ is a principal axis. The wrong tensor therefore never overestimates the density of states in this model. A code checked only on (001) silicon will not reveal the mistake, since $\mathbf w=0$ for all its valleys.

## Density of states and its range

The states below in-plane energy $\varepsilon$ fill the ellipse $A\mathbf k^TS\mathbf k\le\varepsilon$, of area $\pi\varepsilon/(A\sqrt{\det S})$. Multiplying by two for spin, dividing by $(2\pi)^2$ and differentiating with respect to $\varepsilon$ gives, per valley,

$$D=\frac{m_d}{2\pi A},\qquad m_d=\sqrt{\det M_\parallel}=\sqrt{\frac{\det M}{m_z}}. \tag{8}$$

The density of states thus needs only $m_z$ and the bulk product. Transport needs the full tensor.

If $c_i$ are the direction cosines of $\mathbf n$ on the principal axes, then $1/m_z=\sum_i c_i^2/m_i$ with $\sum_i c_i^2=1$. This is a weighted average, so $m_z$ lies between the smallest and largest principal masses. The largest $m_d$ occurs when $\mathbf n$ lies along the lightest axis, and the smallest when it lies along the heaviest.

## Spheroidal valleys in closed form

For a valley with longitudinal mass $m_l$ along the unit vector $\mathbf u_0$ and transverse mass $m_t$,

$$M=m_t\,1+(m_l-m_t)\,\mathbf u_0\mathbf u_0^T .$$

Let $c=\mathbf n\cdot\mathbf u_0$. The in-plane part of $\mathbf u_0$ has squared length $1-c^2$. Projecting $M$ therefore gives the in-plane principal masses

$$m_t\quad\text{and}\quad m_t+(m_l-m_t)(1-c^2)=c^2m_t+(1-c^2)m_l .$$

The confinement mass follows from

$$\frac1{m_z}=\frac{c^2}{m_l}+\frac{1-c^2}{m_t}=\frac{c^2m_t+(1-c^2)m_l}{m_lm_t}.$$

The numerator is the second in-plane mass. It cancels in the product, leaving $m_lm_t^2$.

## Silicon surfaces

Take rough silicon masses $m_l=0.92$ and $m_t=0.19$, so $m_lm_t^2=0.03321$. For the [100] valley on a (110) surface choose $\mathbf n=(1,1,0)/\sqrt2$, $\mathbf e_1=(1,-1,0)/\sqrt2$ and $\mathbf e_2=(0,0,1)$. With $1/m_l=1.087$ and $1/m_t=5.263$,

$$a=B_{11}=\tfrac12(1.087+5.263)=3.175,\qquad w_1=\tfrac12(1.087-5.263)=-2.088,$$

while $w_2=0$, $B_{12}=0$ and $B_{22}=5.263$. Hence $m_z=1/3.175=0.315$ and

$$S_{11}=3.175-\frac{2.088^2}{3.175}=1.802,\qquad 1/S_{11}=0.555 .$$

The projection gives the same value directly: $(0.92+0.19)/2=0.555$. The product is $0.315\times0.555\times0.190=0.0332$. Inverting $B$ instead gives $0.315\times0.315\times0.190=0.0189$. The corresponding $m_d$ is $\sqrt{0.315\times0.190}=0.245$ instead of $0.325$, which is 25% too low.

In the table, $g$ is the number of equivalent valleys and $E_0$ the ground energy in a triangular well with a surface field of 0.5 MV/cm, held fixed for all surfaces.

| Surface, valley | $g$ | $m_z$ | $m_d$ | $E_0$ (meV) |
|---|---:|---:|---:|---:|
| (001), [001] | 2 | 0.920 | 0.190 | 110 |
| (001), [100] | 4 | 0.190 | 0.418 | 186 |
| (110), [001] | 2 | 0.190 | 0.418 | 186 |
| (110), [100] | 4 | 0.315 | 0.325 | 157 |
| (111), [001] | 6 | 0.258 | 0.359 | 168 |

The numerical output lists in-plane masses fitted to energies found by diagonalizing (2) at several $\mathbf k$, with the cross term kept. All five products print as 0.03321. As a broader test, 2000 random positive definite tensors, each with a random normal, satisfied (1) with a worst relative error of $4\times10^{-15}$.

The energies follow from scaling. With $V=Fz$, where $F=0.05$ eV/nm, set $z=\ell s$ and $\ell^3=A/(m_zF)$. The equation becomes $\zeta''=(s-\epsilon)\zeta$ with $E=F\ell\epsilon$. Its decaying solution is $\mathrm{Ai}(s-\epsilon)$, and the wall requires $\mathrm{Ai}(-\epsilon)=0$, so $\epsilon=2.338$ for the ground state. For (111), $\ell=1.43$ nm and $E_0=168$ meV.

At fixed field $E_0\propto m_z^{-1/3}$, while $m_d\propto m_z^{-1/2}$ at fixed bulk product. A heavy confinement mass lowers the subband but also reduces its density of states per valley. Degeneracy then matters: the lowest ladders on (001), (110) and (111) have total densities of states of 1.59, 5.43 and 8.99 in units of $10^{14}$ eV⁻¹ cm⁻².

## Strained valleys

The proof never used two equal masses. Uniform strain is covered if $M$ is the strained tensor. Strain may change the bulk product, but not its independence of orientation.

Take round masses 0.17, 0.21 and 0.92 along [110], [1-10] and [001], with product 0.03284. On a (110) surface $m_z=0.17$ and $\det M_\parallel=0.21\times0.92=0.1932$. On (123), where no principal axis is normal to the surface, the squared direction cosines are $9/28$, $1/28$ and $18/28$. They give $1/m_z=2.760$ and $m_z=0.362$. The fitted $\det M_\parallel=0.0906$ restores the product 0.03284. These fits used the second subband of a parabolic well, so they also test independence of the well shape and subband. Strain shifts of the valley energies must be added separately.

## Wires: the complementary case

If confinement acts in two directions and motion is free along a unit vector $\mathbf t$, let $b=\mathbf t^TW\mathbf t$, let $C$ be the $2\times2$ confinement block of $W$, and let $\mathbf v$ be the coupling column. For wave vector $k$ along $\mathbf t$ and $\mathbf k_c$ across it,

$$\mathbf K^TW\mathbf K=(\mathbf k_c+C^{-1}\mathbf vk)^TC(\mathbf k_c+C^{-1}\mathbf vk)+(b-\mathbf v^TC^{-1}\mathbf v)k^2 .$$

Expansion confirms this: the cross terms give $2k\,\mathbf v^T\mathbf k_c$, and the extra $k^2\mathbf v^TC^{-1}\mathbf v$ is cancelled. The shift is a constant vector, so the phase $\exp(-ik\,\mathbf v^TC^{-1}\mathbf r_c)$ removes it for any hard-wall cross-section. Thus $1/m_{\rm wire}=b-\mathbf v^TC^{-1}\mathbf v$. Block inversion gives $m_{\rm wire}=\mathbf t^TM\mathbf t$, and the determinant factorization gives $m_{\rm wire}/\det C=\det M$. Again the free motion takes its mass from $M$ and the confinement takes its coefficients from $W$.

## How far a real MOS surface departs from the model

The silicon masses are rough typical values. A field of 0.5 MV/cm corresponds to a sheet density $\epsilon_{\rm Si}F/e^2=3.2\times10^{12}$ cm⁻² if mobile electrons terminate all of it ($F$ is the force in energy per length). This is a moderate inversion density. The oxide field is then 1.5 MV/cm, well below a breakdown field of order 10 MV/cm. The uniform field used for the table is itself a simplification. As one crosses the electron sheet the field falls in proportion to the charge already passed. If mobile electrons end the whole field, $V(z)=F\int_0^z(1-Q)\,dz'$, where $Q$ is the fraction of the charge already passed. The trial function $\zeta\propto z\,e^{-\beta z/2}$ gives $\langle T_z\rangle=A\beta^2/4m_z$ for the kinetic energy and $\langle V\rangle=33F/16\beta$. Minimizing $\langle T_z\rangle+\tfrac12\langle V\rangle$, where the half avoids counting each repulsion twice, gives $\beta^3=33m_zF/16A$. On (111) $\beta=0.89$ nm⁻¹, and the level $\langle T_z\rangle+\langle V\rangle$ is 145 meV, about 13% below the triangular-well value of 168 meV. This is a variational estimate with all electrons in one subband. It changes $E_0$ but not (1), which holds for any $V(z)$.

**Nonparabolicity** changes the masses themselves. Let the kinetic energy $e$ obey $e(1+\alpha e)=T$, where $T$ is the parabolic value. To first order $e=T-\alpha T^2$. Splitting $T$ into normal and in-plane parts, the slope of $e$ with in-plane energy at $\mathbf k=0$ is $1-2\alpha\langle T_z\rangle$. For the triangular well $E_0\propto F^{2/3}$, so $\langle z\rangle=dE_0/dF=2E_0/3F=2.24$ nm and $\langle T_z\rangle=E_0/3=56$ meV. With a rough $\alpha=0.5$ eV⁻¹ the estimated mass increase is 5.6%. Diagonalization with the full square-root relation gives 5.5%. Because $e$ is assumed to depend only on $T$, both in-plane masses scale together, and $\det M_\parallel$ rises by about 11%. This isotropic form gives the order of magnitude only, not the sign or the directional pattern for silicon. A standard two-band description couples the [001] valley to the next conduction band, $\Delta\approx0.5$ eV higher at the minimum, through a term $2AK_xK_y/m'$ with $1/m'\approx1/m_t-1$ (rough values). In second order this adds $-(2AK_xK_y/m')^2/\Delta$. On (111) with $k$ along [1-10], $K_xK_y=p^2/3-k^2/2$. Its square contains $-p^2k^2/3$, so the in-plane coefficient grows by $(2A/m')^2\langle p^2\rangle/3\Delta\approx0.027$ eV nm², against $A/m_t=0.20$ eV nm², and this mass falls. Solved in the same triangular well, the two-band model changes the two (111) masses by $-14\%$ and $+9\%$ and $\det M_\parallel$ by $-6\%$. On (110) it changes $\det M_\parallel$ by $-8\%$ for the two-fold valleys and $+17\%$ for the four-fold valleys.

**Oxide penetration** breaks the uniformity of $W$. Take a flat 3.1 eV barrier with isotropic mass $m_{\rm ox}=0.5$, both rough. Its decay constant is $\kappa=\sqrt{m_{\rm ox}(3.1-0.168)/A}=6.2$ nm⁻¹, with energies in eV. Current matching, $\zeta'(0)/m_z=\kappa\zeta(0)/m_{\rm ox}$, moves the apparent wall outward by $\delta=m_{\rm ox}/(m_z\kappa)=0.31$ nm. The estimated shift is $-F\delta=-16$ meV; the numerical one is $-15$ meV.

The in-plane effect is much smaller. Here $q$ depends on $z$, but the phase $\exp(-i\int_0^z q\,dz')$ still removes the cross term. It leaves the in-plane term $A\mathbf k^TS(z)\mathbf k$, with $S=1/m_{\rm ox}$ times the unit matrix in the oxide. If a fraction $P$ of the probability lies in the oxide, first-order perturbation theory in this term replaces $S$ by $(1-P)S+P/m_{\rm ox}$. To estimate $P$, multiply the hard-wall equation by $2\zeta'$ and integrate: this gives $\zeta'(0)^2=m_zF/A$. With $\zeta(0)\approx\delta\zeta'(0)$, $P\approx\zeta(0)^2/2\kappa\approx0.3\%$. The two in-plane masses shift in opposite directions. Matching the Airy function exactly to the decaying exponential gives $P=0.24\%$, shifts of $+0.15\%$ and $-0.085\%$, and a change of their product of 0.064%; the finite grid gives 0.07%. This one-band oxide ignores the valley's own crystal momentum along the surface, so the figure is a size estimate.

**Temperature** enters through occupation. At 300 K, $k_BT=25.9$ meV and the second (111) subband lies 125 meV above the first, a Boltzmann ratio of 0.8%. These numbers belong to the triangular well. Mobile electrons flatten the potential and bring the subbands closer: in the variational estimate above it levels off at $F\langle z\rangle=3F/\beta=169$ meV, only 24 meV above the first level. Higher subbands are then appreciably occupied at 300 K and must be included. Their charge lies farther from the wall and keeps part of the field there, so the self-consistent spacing is larger than this one-subband estimate suggests. With all $3.2\times10^{12}$ cm⁻² electrons in the first (111) subband, the Fermi level would lie 49 meV below its edge, so degeneracy is weak on this surface. On (001), with its smaller density of states, the same density in the lowest subband would put it about 5 meV above the edge. At 300 K that assumption fails there: the four-fold ladder lies only 76 meV higher and has 4.4 times the density of states. With all subbands of the triangular well counted, the lowest holds 73% of the electrons and the Fermi level lies about 6 meV below its edge. A self-consistent potential without depletion charge lowers it further, to roughly 25 meV below.

## Implementation and limits

1. Build the strained or unstrained $M$ in crystal axes and form $R$ for the chosen surface.
2. Set $m_z=1/(\mathbf n^TM^{-1}\mathbf n)$. Do not use $\mathbf n^TM\mathbf n$.
3. Set $M_\parallel$ to the upper-left $2\times2$ block of $RMR^T$. Use $M_\parallel^{-1}$ in the dispersion.
4. Check (1) on a surface with $\mathbf w\ne0$. Passing does not prove that $\mathbf n$ is right: a wrong normal used consistently also satisfies the identity.

The separation fails when its phase is not allowed or when the in-plane term depends on $z$. In a periodic superlattice, $e^{-iqz}$ changes the Bloch boundary condition. If $W$ varies with $z$, so generally does $S$, and the in-plane term no longer acts as a constant offset. An in-plane magnetic field makes the kinetic wave vector depend on $z$, with the same consequence. Where bands couple strongly, as the heavy- and light-hole bands of unstrained silicon do, no single constant $M$ describes the energies and (1) does not apply. It becomes a good approximation near a strained band edge that is degenerate only in spin and lies much farther from all other bands than the confinement energy.

## Computed values

```
hbar^2/(2 m0) = 0.03810 eV nm^2
silicon, rough: m_l = 0.92, m_t = 0.19 (m0)
bulk product m_l m_t^2 = 0.03321 m0^3
surface field = 0.5 MV/cm, T = 300 K
random tensors and normals tried: 2000
  worst relative error of identity: 4e-15
masses in m0; product = m_z*m_1*m_2 in m0^3;
m_1, m_2 fitted to computed E(k); wrong = m_z/det B
surface valley  g   m_z    m_1    m_2   product  wrong
 (001)  [001]  2  0.9200 0.1900 0.1900 0.03321 0.03321
 (001)  [100]  4  0.1900 0.1900 0.9200 0.03321 0.03321
 (110)  [001]  2  0.1900 0.1900 0.9200 0.03321 0.03321
 (110)  [100]  4  0.3150 0.1900 0.5550 0.03321 0.01885
 (111)  [001]  6  0.2583 0.1900 0.6766 0.03321 0.01980
E0 = ground energy above the band edge at the wall
DOS per valley with spin, in 1e14 /(eV cm^2)
surface valley  m_d(m0)  E0(meV)   DOS   g*DOS
 (001)  [001]  0.1900    109.8   0.794  1.587
 (001)  [100]  0.4181    185.7   1.746  6.986
 (110)  [001]  0.4181    185.7   1.746  3.493
 (110)  [100]  0.3247    156.9   1.357  5.426
 (111)  [001]  0.3586    167.7   1.498  8.987
strained valley masses: (0.17, 0.21, 0.92) m0
  bulk product = 0.03284 m0^3
  (001) m_z = 0.9200 m0, det M_par = 0.03570 m0^2, product = 0.03284
  (110) m_z = 0.1700 m0, det M_par = 0.19320 m0^2, product = 0.03284
  (111) m_z = 0.2334 m0, det M_par = 0.14069 m0^2, product = 0.03284
  (123) m_z = 0.3624 m0, det M_par = 0.09063 m0^2, product = 0.03284
  (parabolic well, second subband, fitted to E(k))
neglected effects, (111) surface:
  mean distance from wall = 2.24 nm
  mean confinement kinetic energy = 55.9 meV
  oxide, rough: barrier 3.1 eV, mass 0.5 m0
  leakage: E0 shift = -15.0 meV
  leakage: change of det M_par = 0.07 %
  nonparabolicity, rough: alpha = 0.5 /eV
  in-plane masses at k = 0 rise by 5.5 %
  permittivities, rough: Si 11.7, oxide 3.9
  sheet density that ends the field = 3.23e+12 /cm^2
  E0 at half the field (screening) = 105.6 meV
  kT = 25.9 meV, E1 - E0 = 125.5 meV
  Boltzmann ratio, 2nd to 1st subband = 0.78 %
  Fermi level minus E0 = -49.2 meV
  oxide field = 1.50 MV/cm
```
